# How a form-factor node softens close packing in simple metals

## Definitions and conventions

Consider a metal with $Z$ valence electrons per ion and volume $\Omega$ per ion. Atomic units are used in the algebra, eV and angstrom for numbers. The reference lattice is face-centred cubic (fcc) with cube edge $a$, so $a^3=4\Omega$. Its first two shells of reciprocal vectors are the eight $\{111\}$ vectors, of length $G_{111}=2\pi\sqrt3/a$, and the six $\{200\}$ vectors, of length $G_{200}=4\pi/a$. The Fermi wavevector is $k_F=(3\pi^2Z/\Omega)^{1/3}$.

Each ion acts on an electron through an empty-core pseudopotential: $-Z/r$ for $r>r_c$ and zero inside. Since $\int_{r_c}^\infty\sin(qr)\,dr=\cos(qr_c)/q$, with the usual convergence factor at infinity, its form factor is

$$w_b(q)=-\frac{4\pi}{\Omega q}\,Z\int_{r_c}^{\infty}\sin(qr)\,dr=-\frac{4\pi Z}{\Omega q^2}\cos(qr_c).$$

The first node is at $q_0=\pi/(2r_c)$. In a structure with $N$ ions, $S(\mathbf G)=N^{-1}\sum_j e^{-i\mathbf G\cdot\mathbf r_j}$.

The Heine–Weaire argument says that a lattice whose first reciprocal vectors lie near $q_0$ can gain energy by moving them away from it. This is offered as the reason why gallium, indium and mercury are not close packed. Whether the gain suffices depends on what the same distortion costs elsewhere, and the model allows both to be computed.

## The energy of one reciprocal vector

Let a weak potential have Fourier components $w$ at $\pm\mathbf q$. Second-order perturbation theory, summed over both spins and the Fermi sea, gives per volume

$$\Delta E=2w^2\,\mathrm P\!\!\int_{k<k_F}\!\frac{d^3k}{(2\pi)^3}\sum_{\pm}\frac{1}{\frac12k^2-\frac12|\mathbf k\pm\mathbf q|^2}.$$

Transitions between two occupied states cancel in pairs, which is why the principal value may be used. The two signs contribute equally, as $\mathbf k\to-\mathbf k$ shows. With $\mu$ the cosine of the angle between $\mathbf k$ and $\mathbf q$, $\Delta E=-\chi_0w^2$, where

$$\chi_0=4\,\mathrm P\!\!\int\!\frac{d^3k}{(2\pi)^3}\frac{1}{\frac12q^2+kq\mu}
=\frac{1}{\pi^2q}\int_0^{k_F}\!k\ln\left|\frac{q+2k}{q-2k}\right|dk.$$

An antiderivative of the last integrand is $\frac12(k^2-\frac14q^2)\ln|(q+2k)/(q-2k)|+\frac12qk$: differentiating the logarithm produces $-\frac12q$, which cancels the derivative of the last term. Setting $x=q/2k_F$,

$$\chi_0=\frac{k_F}{\pi^2}\left[\frac12+\frac{1-x^2}{4x}\ln\left|\frac{1+x}{1-x}\right|\right].$$

The electrons also respond to their own displaced charge. Since $\partial\Delta E/\partial w=2n$, the density component is $n=-\chi_0w$. In the Hartree approximation, $w=w_b+(4\pi/q^2)n$. With $u=4\pi\chi_0/q^2$ this gives $w=w_b/(1+u)$. For the interacting system the derivative with respect to the external potential is again $2n$, so integration over $w_b$ gives $-\chi_0w_b^2/(1+u)$ for the pair $\pm\mathbf q$. Half of this belongs to each vector. Multiplying by $\Omega$ and using $\chi_0=q^2u/4\pi$,

$$F(q)=-\frac{\Omega q^2}{8\pi}\,g\,w_b^2=-\frac{2\pi Z^2}{\Omega q^2}\,g(q)\cos^2(qr_c),\qquad g=\frac{u}{1+u}.$$

To second order different vectors do not interfere, and the structure-dependent energy per ion at fixed $\Omega$ is

$$E=E_{\rm Ewald}+\sum_{\mathbf G\ne0}|S(\mathbf G)|^2F(G).$$

$E_{\rm Ewald}$ is the energy of point charges $Z$ in a uniform neutralizing background. To sum it, write $1/r=\mathrm{erfc}(\alpha r)/r+\mathrm{erf}(\alpha r)/r$ and treat the second part in reciprocal space. With one ion per cell,

$$E_{\rm Ewald}=Z^2\left[\frac12\sum_{\mathbf R\ne0}\frac{\mathrm{erfc}(\alpha R)}{R}+\frac{2\pi}{\Omega}\sum_{\mathbf G\ne0}\frac{e^{-G^2/4\alpha^2}}{G^2}-\frac{\alpha}{\sqrt\pi}-\frac{\pi}{2\alpha^2\Omega}\right].$$

The third term removes the ion's interaction with itself, half of $2\alpha/\sqrt\pi$. The fourth is the background's share of the short-range part, from $\int d^3r\,\mathrm{erfc}(\alpha r)/r=\pi/\alpha^2$. The result does not depend on $\alpha$.

## What the node does

Write $q=q_0+\delta$. Then $\cos^2(qr_c)\approx r_c^2\delta^2$, and

$$F(q_0)=F'(q_0)=0,\qquad F''(q_0)=-\frac{4\pi Z^2r_c^2\,g(q_0)}{\Omega q_0^2}<0.$$

A vector at the node gains nothing from the lattice potential. Moving it either way lets the electrons gain energy, so a shell at $q_0$ whose members move by $\delta_i$ changes the band energy by $\frac12F''(q_0)\sum_i\delta_i^2$. This is the driving term. No degeneracy at the Fermi surface is involved.

## Which strain splits which shell

Stretch the crystal by $e^\eta$ along one axis and by $e^{-\eta/2}$ across it, which keeps $\Omega$ fixed. Reciprocal lengths scale inversely. If $c$ is the squared cosine between $\mathbf G$ and the axis,

$$\frac{q^2}{G^2}=c\,e^{-2\eta}+(1-c)e^{\eta}=1+(1-3c)\eta+\tfrac12(1+3c)\eta^2+\dots$$

Taking the square root, with $\sqrt{1+y}\approx1+\frac12y-\frac18y^2$,

$$\frac{\delta}{G}=A\eta+B\eta^2,\qquad A=\frac{1-3c}{2},\qquad B=\frac{1+3c}{4}-\frac{(1-3c)^2}{8}=\frac{1+12c-9c^2}{8}.$$

Over a cubic shell $c$ averages to $1/3$, so $\sum A=0$ and there is no linear energy. Defining the stiffness $K$ by $\Delta E=K\eta^2$, the expansion of $F$ gives

$$K_{\rm shell}=GF'\sum B+\tfrac12G^2F''\sum A^2.$$

For a tetragonal strain, along a cube axis:

- In $\{200\}$, two vectors have $c=1$, $A=-1$, $B=\frac12$, and four have $c=0$, $A=\frac12$, $B=\frac18$. The sums are $\sum B=\frac32$ and $\sum A^2=3$, so $K_{200}=\frac32(GF'+G^2F'')$.
- In $\{111\}$, all eight have $c=\frac13$, $A=0$, $B=\frac12$, so $K_{111}=4GF'$.

For a trigonal strain, along a cube diagonal:

- In $\{111\}$, two vectors have $c=1$, and six have $c=\frac19$, $A=\frac13$, $B=\frac5{18}$. Both sums equal $\frac83$, so $K_{111}=\frac83GF'+\frac43G^2F''$.
- In $\{200\}$, all six have $c=\frac13$, so $K_{200}=3GF'$.

Tetragonal strain therefore splits $\{200\}$ and leaves $\{111\}$ together; trigonal strain does the reverse. The unsplit shell still matters. Its vectors all lengthen at second order. If they lie a little below $q_0$, where $F$ rises towards zero, this brings them closer to the node and costs energy. The fcc lattice is unstable to the strain when

$$K_{\rm Ewald}+\sum_{\rm shells}K_{\rm shell}<0.$$

## A trivalent metal

Take $Z=3$ and $\Omega=26$ Å$^3$, round values in the rough density range of indium. Then $a=4.703$ Å, $G_{111}=2.314$ Å$^{-1}$ and $G_{200}=2.672$ Å$^{-1}$. Both shells lie inside $2k_F$, at $0.768$ and $0.887$ of it.

Put the node on the second shell, $q_0=G_{200}$. This requires $r_c=0.588$ Å and gives $F''(q_0)=-0.768$ eV Å$^2$. Since $F'=0$ there,

$$K_{200}=\tfrac32(-0.768)(2.672)^2\ \text{eV}=-8.2\ \text{eV}.$$

The Ewald stiffness is $2.19$ eV for this strain, so the driving term exceeds it almost fourfold. If nothing else changed, the lattice would distort. But the unsplit $\{111\}$ shell lies below the node and contributes $+5.78$ eV, and the remaining shells $+0.46$ eV. The total is

$$2.19-8.23+5.78+0.46=0.20\ \text{eV}.$$

The fcc lattice survives, with about a tenth of its Ewald stiffness. At $c/a=1.08$, where $\eta=\frac23\ln1.08=0.051$, splitting the $\{200\}$ shell gains 24 meV per ion (22 meV from the parabola), yet the total quadratic energy is a cost of about $0.20\times0.051^2$ eV, or 0.5 meV. With so small a quadratic term, higher powers of $\eta$ matter as much: they raise the full cost at this strain to about 1 meV.

Now move the node while $Z$ and $\Omega$ stay fixed. All entries are tetragonal stiffnesses in eV, and the total includes the Ewald term.

| $q_0/G_{200}$ | $\{111\}$ | $\{200\}$ | others | total |
|---|---|---|---|---|
| 0.80 | −2.99 | 6.49 | −2.14 | 3.56 |
| 0.87 | 0.18 | 0.13 | −0.76 | 1.75 |
| 0.93 | 2.87 | −4.24 | −0.01 | 0.81 |
| 1.00 | 5.78 | −8.23 | 0.46 | 0.20 |
| 1.07 | 8.39 | −11.27 | 0.64 | −0.05 |
| 1.15 | 10.98 | −13.85 | 0.61 | −0.07 |

In the first row, where the node lies below both shells, splitting $\{200\}$ costs energy. The form of $F$ allows this: it falls from zero at the node but is forced back towards zero at larger $q$ by the factor $g/q^2$, so it has a minimum above $q_0$, and its curvature turns positive on the way down to that minimum. In this row the curvature changes sign at $0.92\,G_{200}$ and the minimum lies at $1.11\,G_{200}$, so the shell sits where $F''>0$. As the node rises to $G_{200}$ the sign reverses and the lattice softens from $3.56$ to $0.20$ eV. This is the part of the Heine–Weaire argument that the model supports.

The greatest softness does not occur with the node on the shell. The $\{200\}$ gain keeps growing as $q_0$ passes $G_{200}$, while the $\{111\}$ cost grows with it. On a grid of spacing 0.025 in $q_0/G_{200}$, the minimum is at 1.125, and the total is negative from 1.05 to 1.175. The instability is a small difference between large terms.

A negative $K$ does not fix the sense of the distortion, since $\eta^2$ is the same for stretching and compression. At $q_0/G_{200}=1.07$ the lowest energy for $c/a$ between 0.85 and 1.25 is at the lower edge of that range, 3 meV below fcc. The body-centred cubic structure, reached on the same path at $c/a=1/\sqrt2$, lies 4 meV below fcc. With the Hartree screening used here, the unstable model lattice thus finds lower energy under compression, towards body-centred cubic.

The direction of the strain matters as well. The trigonal Ewald stiffness is 19.6 eV, nine times the tetragonal one. With $q_0=G_{200}$ the band energy removes most of it, but 2.6 eV remains.

## A divalent metal under trigonal strain

For mercury the relevant strain is trigonal, and the shell to split is $\{111\}$. Take $Z=2$, $\Omega=23$ Å$^3$, again a rough density, and put the node on that shell, $q_0=G_{111}$. The contributions are

$$K=9.08-4.94-0.43-0.08=3.6\ \text{eV},$$

from the Ewald energy, $\{111\}$, $\{200\}$ and the rest in turn. Here the unsplit shell lies above the node and helps slightly, but the driving term is little more than half the Ewald stiffness.

A large distortion could still win where a small one fails, so the angle between the primitive lattice vectors was varied from 52° to 86° at fixed volume. The minimum stays at 60°, which is fcc. At 70° the energy is 70 meV per ion higher. In this model, placing the node on the split shell does not make the lattice rhombohedral.

## Gallium: moving weight instead of vectors

Gallium's structure has several atoms per cell and is not a uniformly strained fcc lattice. New reciprocal vectors appear, and the argument takes another form. As the simplest example, displace successive (001) planes by $+u$ and $-u$ along $x$. In this section $u$ is a length, not the response ratio $4\pi\chi_0/q^2$ defined earlier. Half the ions acquire the phase $e^{-iG_xu}$ and half $e^{iG_xu}$. At the original vectors the two halves add, and at the new, satellite vectors they subtract:

$$|S|^2=\cos^2(G_xu)\ \text{(original)},\qquad |S|^2=\sin^2(G_xu)\ \text{(satellite)}.$$

For small $u$ these are $1-G_x^2u^2$ and $G_x^2u^2$, so the band energy changes by $K_uu^2$ with

$$K_u=\sum_{\rm satellites}G_x^2F(G)-\sum_{\rm original}G_x^2F(G).$$

An original vector at the node has $F=0$ and loses nothing when its weight falls. A satellite away from the node gains.

In the trivalent model with $q_0=G_{200}$, the first shells lose 1.25 eV/Å$^2$, all of it from $\{111\}$. The four satellites $(\pm1,\pm1,0)$ gain 5.74 eV/Å$^2$. With all vectors included, $K_u=-4.47$ eV/Å$^2$, against an Ewald cost of 5.04 eV/Å$^2$. The lattice again survives, with a stiffness of 0.57 eV/Å$^2$, about a ninth of the Ewald value. This demonstrates weight transfer for one displacement pattern; it does not derive gallium's structure.

## The model beside the real metals

Indium is face-centred tetragonal with $c/a$ roughly 1.08, and mercury is rhombohedral with an angle near 70°. The model explains why a trivalent metal with its node near $G_{200}$ should be soft to tetragonal strain. It does not settle indium's sense of distortion: with Hartree screening the unstable lattice favours compression, but a change in the screening can reverse this, although in the cases examined the stretched minimum then lies far beyond $c/a=1.08$. For mercury, with the node on the split shell, the driving term is too small. For gallium the model offers a plausible mechanism.

The remaining stiffness is sensitive to what was left out. Exchange can be included approximately in the screening through the Hubbard correction, which allows for the exchange hole between electrons of like spin. With $u=4\pi\chi_0/q^2$ again, it replaces $g$ by

$$g_H=\frac{u}{1+u\left[1-\frac12q^2/(q^2+k_F^2)\right]}.$$

At $q_0=G_{200}$ the tetragonal total then drops from 0.20 to 0.16 eV, and the unstable grid points extend from 1.025 to 1.325. The conclusion at the shell itself is unchanged, but the width of the unstable range is not reliable. Nor is the sense of the distortion: with this correction and $q_0/G_{200}=1.10$, the lowest energy for $c/a$ between 0.65 and 1.45 lies at the stretched end, 14.5 meV below fcc and still falling there, while a shallower minimum of about 4 meV remains on the compressed side near $c/a=0.79$. At $q_0/G_{200}=1.05$ and $1.07$ the lowest minima lie at $c/a=1.23$ and $1.37$. These are large deformations, not a small one like indium's.

Second-order theory is adequate for one pair of planes. With the screened $\{111\}$ form factor of $-0.535$ eV, full diagonalization with a filled three-dimensional Fermi sea at fixed chemical potential gives 0.9999 of the second-order energy; at fixed electron number the ratio is 0.999. That comparison omits terms coupling several different vectors. Their relative size may be guessed from the ratio of form factor to Fermi energy, 0.06. Six per cent of the 8.2 eV shell term is 0.5 eV. This is an order of magnitude at best, but it exceeds the total of 0.20 eV, so such terms could decide the sign.

At 300 K, $k_BT$ is 0.3 per cent of the Fermi energy, so thermal smearing of the electron distribution is slight. The vibrations may matter more. For classical harmonic vibrations, a 5 per cent change in the (geometric) mean frequency shifts the free energy by about $3k_BT\times0.05\approx4$ meV per ion, as much as the distortion gains at $q_0/G_{200}=1.07$. This contribution has not been computed. Nor have nonlocal pseudopotentials, d electrons or relativity, which are serious omissions for a heavy metal such as mercury.

In both strained examples, then, the shell placed at the node lowers the stiffness against the strain that splits it by more than half of the Ewald term. The node need not lie exactly on the shell: in the trivalent table the gain from $\{200\}$ is larger still when the node lies above it. Whether the lattice distorts depends on what remains, and the sense of the distortion depends on terms beyond $\eta^2$. The numerical output lists the individual contributions.

## Calculated quantities

```
TRIVALENT MODEL, Z = 3; energies per ion
volume 26.0 A^3, fcc a 4.703 A
kF 1.506 1/A, Fermi energy 8.64 eV
G111 2.314, G200 2.672 1/A
G111/2kF 0.768, G200/2kF 0.887
node at G200: rc 0.588 A, g(q0) 0.253
F''(q0) -0.768 eV A^2
Ewald energy times ion-sphere radius / Z^2: -0.89587
Ewald K: tetragonal 2.188, trigonal 19.601 eV
Tetragonal K in eV: q0/G200, {111}, {200}, other, total
  0.80   -2.989    6.494   -2.137    3.556
  0.87    0.181    0.133   -0.755    1.747
  0.93    2.868   -4.235   -0.013    0.808
  1.00    5.781   -8.230    0.464    0.203
  1.07    8.388  -11.269    0.643   -0.049
  1.15   10.984  -13.853    0.613   -0.068
Lowest c/a in 0.85-1.25: q0/G200, c/a, E-E(fcc) meV, E(bcc)-E(fcc) meV
  0.80  1.000      0.00    126.08
  0.87  1.000      0.00     69.56
  0.93  1.000      0.00     35.68
  1.00  1.000      0.00     10.03
  1.07  0.850     -2.75     -4.23
  1.15  0.850     -3.57    -10.71
c/a 1.08, q0=G200: {200} gain -23.69 meV, parabola -21.66 meV
RPA: softest q0/G200 1.125, K -0.085 eV; unstable grid points: 1.050 to 1.175
RPA: total tetragonal K at q0=G200 0.203 eV
Hubbard: softest q0/G200 1.150, K -0.372 eV; unstable grid points: 1.025 to 1.325
Hubbard: total tetragonal K at q0=G200 0.156 eV
trigonal total K at q0=G200: 2.569 eV
DIVALENT MODEL, Z = 2, q0 = G111, trigonal strain
volume 23.0 A^3, rc 0.652 A, G111/2kF 0.879
K in eV: {111} -4.944, {200} -0.433, other -0.076
K in eV: Ewald 9.075, total 3.621
lowest angle in 52-86 deg: 60.0 deg, E-E(fcc) 0.00 meV
at 70 deg: E-E(fcc) 70.10 meV
MODULATION of trivalent model, q0=G200: E/u^2 in eV/A^2
loss at {111},{200} 1.249, gain at (110) satellites -5.742
all band -4.472, Ewald 5.039, total 0.567
NEGLECTED EFFECTS, trivalent model with q0=G200
screened form factor at G111 -0.535 eV, over Fermi energy 0.062
one plane pair, full/second-order energy 0.9999
300 K: kT 25.9 meV, kT/Fermi energy 0.00299
```
